# Rigid drift of a small circular void under surface electromigration

## Second half: a worked case and the limits of the result

### Symbols and results carried over

A void of radius $a$ sits in a film with far field $E_0$ along $+x$. Atoms of volume $\Omega$ and effective valence $Z$ move along its wall with diffusivity $D_s$ in a layer of thickness $\delta_s$; the surface energy is $\gamma$ and the temperature $T$. The arc length $s$ runs counterclockwise, $\kappa$ is the wall curvature, and $v_n$ is the wall velocity into the metal. The flux and the wall motion obey

$$J=\frac{D_s\delta_s}{\Omega kT}\left(ZeE_s+\Omega\gamma\frac{\partial\kappa}{\partial s}\right),\qquad v_n=\Omega\frac{\partial J}{\partial s}.$$

On the circle $E_s=-2E_0\sin\theta$, and the void translates at

$$V=-\frac{2D_s\delta_sZeE_0}{kT\,a}.$$

From here on $Z<0$, so $V>0$ and $-Z=|Z|$.

### A void in a copper line

The parameters are rough values for a copper line in an accelerated test: $T=573$ K, current density 1.0 MA/cm², resistivity $\rho=4.0$ µΩ cm, $Z=-5$, $\delta_s=0.25$ nm, $\Omega=0.0118$ nm³ and $\gamma=1.7$ J/m². The void has $a=100$ nm, and the line is 2000 nm wide. The surface diffusivity is taken as $D_s=D_0e^{-Q_s/kT}$ with $D_0=0.10$ cm²/s and $Q_s=0.90$ eV.

The far field is the resistivity times the current density, $E_0=4.00$ V/cm. With $kT=0.04938$ eV the diffusivity is $D_s=1.214\times10^{-9}$ cm²/s. In SI units,

$$D_s\delta_s=(1.214\times10^{-13})(0.25\times10^{-9})=3.035\times10^{-23}\ \text{m}^3/\text{s},$$

$$\frac{|Z|eE_0}{kT}=\frac{5\times400}{0.04938}=4.050\times10^{4}\ \text{m}^{-1}.$$

The speed is

$$V=\frac{2(3.035\times10^{-23})(4.050\times10^4)}{10^{-7}}=2.458\times10^{-11}\ \text{m/s},$$

or about 88 nm/h. The void moves by one radius in 1.13 h. At the same field and temperature, a 50 nm void moves at 177 nm/h and a 200 nm void at 44 nm/h.

These speeds were compared with a numerical solution that does not use the circular potential. It solves an integral equation for the potential outside a void of arbitrary smooth shape and moves the wall by the full law, capillarity included. Circles of 50, 100 and 200 nm were each followed over 0.4 of their radius. The speeds agreed with the formula to all printed digits, and no wall point departed from the displaced circle by more than $3\times10^{-10}$ of the radius.

### How firmly the circle is held

A real void is never a perfect circle, so the solution describes it only if slight disturbances of the shape do not grow. Let the wall be $r=a+\eta(\theta)$ with $|\eta|\ll a$. The curvature in polar coordinates is

$$\kappa=\frac{r^2+2r'^2-rr''}{(r^2+r'^2)^{3/2}},$$

where primes denote $d/d\theta$. To first order in $\eta$ the numerator is $a^2+2a\eta-a\eta''$, and the inverse of the denominator is $a^{-3}(1-3\eta/a)$. Their product is

$$\kappa=\frac1a+\frac{2\eta-\eta''-3\eta}{a^2}=\frac1a-\frac{\eta+\eta''}{a^2}. \tag{9}$$

For $\eta\propto\cos k\theta$ we have $\eta''=-k^2\eta$, so $\kappa=1/a+(k^2-1)\eta/a^2$. The capillary part of the wall velocity contains two derivatives along $s$, which bring a factor $-k^2/a^2$:

$$\frac{\partial\eta}{\partial t}=B\frac{\partial^2\kappa}{\partial s^2}=-\frac{B}{a^4}k^2(k^2-1)\,\eta,\qquad B=\frac{D_s\delta_s\Omega\gamma}{kT}. \tag{10}$$

The harmonic $k=1$ is a displacement of the circle and does not decay. The harmonic $k=0$ would change the area, which is conserved. All others decay, and the slowest, $k=2$, has the recovery time $\tau=a^4/(12B)$.

The disturbance also alters the electric force. That changes $\eta$ at a rate of order $D_s\delta_s|Z|eE_0/(kTa^2)$ times $\eta$, with numerical factors that depend on $k$. Divided by $B/a^4$, this rate is

$$\chi=\frac{|Z|eE_0a^2}{\Omega\gamma}. \tag{11}$$

Capillarity dominates when $\chi$ is small. The time to drift one radius is $a/V=a^4/(2B\chi)$, which exceeds $\tau$ by the factor $6/\chi$.

In the example, $\Omega\gamma=2.006\times10^{-29}$ J m, which is $1.252\times10^{-10}$ eV m. So

$$\chi=\frac{(2000)(10^{-14})}{1.252\times10^{-10}}=0.160 ,$$

and the recovery time is 108 s, against 1.13 h for a drift of one radius. The numerical solution, started with an elliptic disturbance of 1 % of the radius and with the current on, gave the same 108 s. This confirms (10), but it does not depend on $\chi$ being small, as the next paragraph shows.

Since $\chi$ grows as $a^2$, it reaches 1 at $a=100/\sqrt{0.160}=250$ nm for the same field. This is not a threshold for slight disturbances of an isotropic wall. Write the potential as $-E_0(r+a^2/r)\cos\theta+\phi_1$. The insulating wall requires $\partial\phi_1/\partial r=(2E_0/a)\,(\eta\sin\theta)'$ at $r=a$. Solving for $\phi_1$ and working in the frame that moves with the void, a disturbance $\eta=\epsilon\cos k\theta$ adds $(B\chi/a^4)\,\epsilon\,[(k^2-1)\cos(k+1)\theta-(k-1)(k-3)\cos(k-1)\theta]$ to $\partial\eta/\partial t$. The field thus only passes amplitude between neighbouring harmonics. Nothing passes from $k=3$ to $k=2$, so the elliptic harmonic decays with the time $\tau$ at any $\chi$. For $k\ge3$ the couplings up and down between two neighbours have opposite signs; rescaling the amplitudes makes them antisymmetric, and they then cannot undo the capillary decay. The circle in an unbounded film is therefore linearly stable at every $\chi$. What grows with $\chi$ is the distortion produced by a given disturbance or by anisotropy, and these notes do not establish recovery from large disturbances when $\chi$ is large. This is one meaning of the word "small" in the statement of the result.

### The edges of the film

The other meaning is that the void must be small compared with the film width $w$. Let the void lie midway between insulating edges at $y=\pm w/2$. The edges carry no normal current if the void is repeated at $y=\pm w,\pm2w,\dots$, because the pattern is then symmetric about each edge.

Each copy adds the potential $-E_0a^2x/r^2$, with $r$ measured from its own centre. At the real void, a distance $Y$ from the copy and at $x=0$, the added field is

$$-\frac{\partial}{\partial x}\left(-\frac{E_0a^2x}{x^2+Y^2}\right)_{x=0}=\frac{E_0a^2}{Y^2}.$$

Summing over copies on both sides, with $\sum_{n\ge1}n^{-2}=\pi^2/6$, gives the relative increase

$$S=2\sum_{n=1}^{\infty}\frac{a^2}{n^2w^2}=\frac{\pi^2a^2}{3w^2}. \tag{12}$$

To leading order the speed rises by the factor $1+S$. Here $E_0$ is the field in the line far from the void. The increase reflects the current being squeezed between void and edges.

For $a/w=1/20$, $S=0.822$ %. The numerical solution with edges gave 0.829 %. The difference is accounted for by the copies themselves, which sit in the raised field. If each is strengthened in the same proportion, the local field obeys $E=E_0+SE$, so $E/E_0=1/(1-S)\approx1+S+S^2$, and $S^2$ is 0.007 %.

The added field is not quite uniform across the void. At height $y$ on the line $x=0$, the two copies at $\pm nw$ together add $E_0a^2[(nw-y)^{-2}+(nw+y)^{-2}]\approx(2E_0a^2/n^2w^2)(1+3y^2/n^2w^2)$. The first variation cancels. The second, summed with $\sum_{n\ge1}n^{-4}=\pi^4/90$, is $\pi^4a^4/(15w^4)$ of $E_0$ at $y=a$, here $4\times10^{-5}$. It drives a slight change of shape, so in a film of finite width the circle is an approximate solution.

### A wall with fast and slow orientations

In a crystalline metal the surface diffusivity can depend on the orientation of the wall. Keep the surface energy isotropic, for simplicity, and suppose the diffusivity is $D_sM(\psi)$, where $\psi$ is the angle of the wall normal, and

$$M=e^{-\beta\cos2\psi},\qquad \beta=\frac{\Delta Q}{2kT}. \tag{13}$$

This describes a diffusion barrier that swings by $\Delta Q$ in total between orientations parallel and perpendicular to the field. $D_s$ is the geometric mean of the two extreme diffusivities.

The flux on a circle is no longer proportional to $\sin\theta$, so the circle deforms. When $\chi$ is small, a slight deformation is enough for capillarity to restore a flux that moves the void rigidly. To leading order in $\chi$ we may set $\psi=\theta$ and keep the circular field. Rigid motion, $\Omega\,\partial J/\partial s=V\cos\theta$, integrates to $\Omega J=Va\sin\theta+C$. Hence

$$Va\sin\theta+C=\frac{D_s\delta_sM}{kT}\left(2|Z|eE_0\sin\theta+\Omega\gamma\frac{\partial\kappa}{\partial s}\right). \tag{14}$$

Two conditions fix $C$ and $V$. First, divide (14) by $M$ and integrate over the closed wall. The terms $\sin\theta$ and $\partial\kappa/\partial s$ on the right integrate to zero. On the left, $\sin\theta/M$ is odd in $\theta$ and integrates to zero as well, which leaves $C\oint d\theta/M=0$, so $C=0$.

Second, by (9) the combination $\eta+\eta''$ contains no first harmonic, since $\cos\theta$ and $\sin\theta$ are annihilated. Therefore $\oint(\partial\kappa/\partial s)\sin\theta\,d\theta=0$. Dividing (14) by $M$, multiplying by $\sin\theta$ and integrating gives

$$Va\oint\frac{\sin^2\theta}{M}\,d\theta=\frac{2\pi D_s\delta_s|Z|eE_0}{kT}.$$

In terms of the isotropic speed $V_{\rm iso}=2D_s\delta_s|Z|eE_0/(kTa)$,

$$\frac{V}{V_{\rm iso}}=\frac{\pi}{\oint(\sin^2\theta/M)\,d\theta}. \tag{15}$$

The average is over $1/M$, because the slow parts of the wall act like resistances in series.

For (13), write $\sin^2\theta=(1-\cos2\theta)/2$. The modified Bessel functions are the averages $I_n(\beta)=\frac{1}{2\pi}\oint\cos(nu)\,e^{\beta\cos u}\,du$, and replacing $u$ by $2\theta$ leaves an average over full periods unchanged. The integral in (15) is then $\pi[I_0(\beta)-I_1(\beta)]$, and

$$\frac{V}{V_{\rm iso}}=\frac{1}{I_0(\beta)-I_1(\beta)}. \tag{16}$$

An assumed swing of 0.10 eV gives $\beta=0.10/(2\times0.04938)=1.013$. If the flanks are the fast orientation, the factor is 1.43 and the speed is about 127 nm/h. If they are the slow one, $\beta$ changes sign, the factor is 0.54 and the speed is about 48 nm/h. The numerical solution at $\chi=0.160$ gave 1.425 and 0.541, with the wall departing from a circle by 1.0 % and 0.5 % of the radius.

So at small $\chi$ anisotropy of this kind changes the speed much more than the shape. The proportionality to $1/a$ survives to leading order, because the factor (15) does not contain $a$. The corrections grow with $\chi$: with fast flanks, the steady factor for a 200 nm void ($\chi=0.64$) is about 1.35 instead of 1.43, and the wall departs from a circle by about 6 % of the radius.

### Other neglected effects

**Electron mean free path.** Ohm's law was applied at every point, which requires the void to be much larger than the mean free path $\lambda$. For free electrons of density $n$, mass $m_e$ and scattering time $t_e$, $\rho=m_e/(ne^2t_e)$ and $\lambda=v_Ft_e$, with $m_ev_F=\hbar k_F$ and $k_F=(3\pi^2n)^{1/3}$. Eliminating $t_e$ gives $\lambda=\hbar k_F/(ne^2\rho)$. With one electron per atom this is 16.5 nm, or 0.165 of the radius. That is not negligible, and its effect on the speed is not calculated here. The ratio doubles for a 50 nm void, so the $1/a$ law should not be carried down to radii near $\lambda$.

**Lattice diffusion.** Transport through the surrounding crystal compares with wall transport as $D_La/(D_s\delta_s)$. With a rough lattice diffusivity $D_L$ of prefactor 0.2 cm²/s and barrier 2.0 eV, the ratio is $2\times10^{-7}$.

**Heating near the void.** The uneven heating has the scale $\rho j^2a^2/K$, where $j$ is the current density and $K=(\pi^2/3)(k/e)^2T/\rho=350$ W/(m K) is the Wiedemann–Franz heat conductivity. This is about $10^{-4}$ K. Heating of the line as a whole is a separate matter and belongs in the value of $T$.

**Strong driving.** The work done by the peak force over a hop of 0.25 nm is $2\times10^{-5}\,kT$, so the linear relation between force and drift is safe.

### Beside a real line

A temperature near 300 °C and a current density of about 1 MA/cm² are in the usual range of accelerated tests on copper. The line width of 2000 nm is large compared with the narrowest lines in integrated circuits. In a line about 200 nm wide, this void would span the metal and the present model would not apply. Real copper also has grain boundaries, which can hold a void, and interfaces with other materials, along which atoms move at different rates; neither is in the model. Of the departures calculated here, anisotropy is the largest, moving the speed from 88 nm/h to between 48 and 127 nm/h for the assumed swing.

The surface barrier matters still more. An error of 0.1 eV in $Q_s$ changes the speed at 573 K by the factor $e^{0.1/0.04938}\approx7.6$. The speed is therefore an estimate of order of magnitude, while the ratio of speeds for two radii is free of this uncertainty if their walls are alike.

The same barrier governs the step from test to service temperature. At fixed current density, with the resistivity taken proportional to $T$ and $Z$ held fixed, the ratio $E_0/T$ stays constant and the speed follows $D_s$ alone. At 373 K it falls to about 44 nm per year. Holding $Z$ fixed is itself a simplification: if the electron wind dominates and $Z$ varies as $1/\rho$, the force at fixed current density does not change with temperature, the speed follows $D_s/T$, and the value is about 68 nm per year.

### When a point may replace the void

Within this model, a void may be treated as a point moving at speed $V$ when $\lambda\ll a\ll w$, $\chi\ll1$, and it is far from other voids and obstacles. If the wall mobility is anisotropic but symmetric about the field direction, the factor (15) must be included. If the fast axis in (13) lies oblique to the field, the void also drifts sideways and (15) does not apply. For an isotropic wall with slight disturbances the condition on $\chi$ is more than is needed. When $\chi$ approaches 1 on an anisotropic or strongly disturbed wall, or the void fills a good part of the line, the estimates above no longer guarantee a nearly circular shape, and the wall itself should be followed. The numerical output below lists the values for the copper example.

## Numbers as computed

```
INPUTS (rough values for a copper line)
temperature: 573 K
void radius: 100 nm
line width: 2000 nm
current density: 1.0 MA/cm2
resistivity: 4.0 uOhm cm
effective valence Z: -5
mobile layer thickness: 0.25 nm
atomic volume: 0.0118 nm3
surface energy: 1.7 J/m2
surface diffusion prefactor: 0.10 cm2/s
surface diffusion barrier: 0.90 eV
RESULTS
kT: 0.04938 eV
far field E0: 4.00 V/cm
peak wall field / E0, simulated: 2.0000
surface diffusivity: 1.214e-09 cm2/s
drift speed, formula: 88.49 nm/h
drift speed, formula, in m/s: 2.458e-11 m/s
time to move one radius: 1.130 h
chi: 0.1597
recovery time of elliptic shape, formula: 108.3 s
recovery time, simulated: 108.3 s
radius 50 nm: simulated 176.980, formula 176.980 nm/h
radius 100 nm: simulated 88.490, formula 88.490 nm/h
radius 200 nm: simulated 44.245, formula 44.245 nm/h
fitted exponent of speed against radius: -1.000000
largest relative shape change of circles: 2.6e-10
relative speed shift, 33 to 49 wall points: 8.8e-14
ellipse semi-axes along, across field: 1.3, 1.0
ellipse rule, largest error with 49, 97 points (units of U): 1.1e-06, 3.6e-10
ellipse, max/min of v_n/n_x: 2.197
NEGLECTED EFFECTS
finite width, leading speed increase: 0.822 %
finite width, simulated increase: 0.829 %
assumed barrier swing: 0.10 eV, beta = 1.013
fast flanks: speed factor formula 1.430, simulated 1.425, shape change 1.03 %
slow flanks: speed factor formula 0.541, simulated 0.541, shape change 0.53 %
electron mean free path: 16.5 nm
mean free path / radius: 0.165
lattice diffusion input: 0.2 cm2/s, 2.0 eV
lattice / surface transport: 1.7e-07
heat conductivity (Wiedemann-Franz): 350 W/(m K)
Joule heating scale near void: 1.1e-04 K
peak work per atomic hop / kT: 2.0e-05
speed at 373 K, same current: 44.2 nm/year
```
